\section*{The Kleinman–Bylander projector: exactness on the reference state, separability and limits}

\section{Result}

A semilocal pseudopotential acts on each angular momentum $l$ with its own radial function $V_l(r)$. Choose one local function $V_{\rm loc}(r)$ for all channels and define
\begin{equation}
\delta V_l(r)=V_l(r)-V_{\rm loc}(r).
\end{equation}
Let $\varphi_{lm}(\mathbf r)=[u_l(r)/r]\,Y_{lm}(\hat{\mathbf r})$ be a normalized bound state of $T+V_l$ with energy $\varepsilon_l$, where $T$ is the kinetic energy. This is the reference state. The Kleinman--Bylander (KB) operator is
\begin{equation}
V_{\rm KB}=V_{\rm loc}+\sum_{lm}\frac{|\delta V_l\varphi_{lm}\rangle\langle\delta V_l\varphi_{lm}|}{E_l},
\qquad
E_l=\langle\varphi_{lm}|\delta V_l|\varphi_{lm}\rangle=\int_0^\infty u_l^2\,\delta V_l\,dr .
\label{kb}
\end{equation}
It satisfies
\begin{equation}
V_{\rm KB}\,\varphi_{lm}=V_l\,\varphi_{lm},\qquad (T+V_{\rm KB})\,\varphi_{lm}=\varepsilon_l\,\varphi_{lm},
\label{exact}
\end{equation}
and its nonlocal part needs nothing from a wavefunction $\psi$ except the overlaps $\langle\delta V_l\varphi_{lm}|\psi\rangle$.

The assumptions are that $V_l$ and $V_{\rm loc}$ are real, that $\delta V_l\varphi_{lm}$ is square integrable, and that $E_l\neq0$. Channels with $\delta V_l=0$ need no projector and are left out of the sum. Equation (\ref{exact}) holds for the reference states. By linearity, $V_{\rm KB}$ also acts as the semilocal potential does on their linear combinations, but such a combination is an eigenstate only if its members share one energy. The equation does not say that other states are reproduced, nor that $\varepsilon_l$ is the lowest level of $T+V_{\rm KB}$ in its channel.

\section{Derivation}

The semilocal operator is
\begin{equation}
V_{\rm SL}=V_{\rm loc}+\sum_{lm}\delta V_l(r)\,|lm\rangle\langle lm| ,
\end{equation}
where $\langle lm|$ projects on $Y_{lm}$ over the angles at fixed $r$. It is local in $r$ and nonlocal in angle, so a separate angular projection is needed at every radius.

In one channel, look for a Hermitian operator of rank one, $c\,|\chi\rangle\langle\chi|$ with real $c$, that acts on $\varphi$ as $\delta V$ does (indices dropped):
\begin{equation}
c\,|\chi\rangle\langle\chi|\varphi\rangle=|\delta V\varphi\rangle .
\end{equation}
The left side is a number times $|\chi\rangle$, so $|\chi\rangle$ must be proportional to $|\delta V\varphi\rangle$. The proportionality factor can be absorbed in $c$, so set $|\chi\rangle=|\delta V\varphi\rangle$. Since $\delta V$ is real, $\langle\chi|\varphi\rangle=\langle\varphi|\delta V|\varphi\rangle=E$. The condition becomes $cE=1$, which fixes $c=1/E$ and gives Eq.~(\ref{kb}).

If $E=0$ while $\delta V\varphi\neq0$, no such operator exists. Projecting the condition on $\langle\varphi|$ would give $c\,|\langle\chi|\varphi\rangle|^2=0$, so its left side would vanish while its right side does not. The cure is another choice of $V_{\rm loc}$. A vanishing $E$ with nonzero $\delta V\varphi$ requires $\delta V$ to change sign.

For the sum over channels, orthogonality of the spherical harmonics gives
\begin{equation}
\langle\delta V_{l'}\varphi_{l'm'}|\varphi_{lm}\rangle=\delta_{ll'}\delta_{mm'}E_l .
\end{equation}
Therefore
\begin{align}
V_{\rm KB}\varphi_{lm}
&=V_{\rm loc}\varphi_{lm}+\sum_{l'm'}\frac{\delta V_{l'}\varphi_{l'm'}}{E_{l'}}\,\delta_{ll'}\delta_{mm'}E_l\nonumber\\
&=V_{\rm loc}\varphi_{lm}+\delta V_l\varphi_{lm}=V_l\varphi_{lm}.
\end{align}
Adding $T\varphi_{lm}$ to both sides and using $(T+V_l)\varphi_{lm}=\varepsilon_l\varphi_{lm}$ gives the eigenvalue statement. A change of normalization $\varphi\to a\varphi$ multiplies numerator and denominator of the projector by $|a|^2$ and drops out.

In a density-functional calculation, $\varphi_{lm}$ is computed in the screened atomic potential $V_l+V_{\rm Hxc}$, where $V_{\rm Hxc}$ is the Hartree and exchange--correlation potential of a spherical atom. The same $V_{\rm Hxc}$ is added to $V_{\rm loc}$, so it cancels in $\delta V_l$. The proof is unchanged if $T$ is replaced by $T+V_{\rm Hxc}$.

\section{What separability changes in a plane-wave basis}

Take plane waves $\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$ in a cell of volume $\Omega$, with the atom at the origin and $\delta V_l$ negligible outside the cell. From
\begin{equation}
e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(qr)\,Y_{lm}^*(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf r})
\end{equation}
the angular projection at radius $r$ is
\begin{equation}
\langle lm|\mathbf q\rangle_r=\frac{4\pi}{\sqrt\Omega}\,i^l j_l(qr)\,Y^*_{lm}(\hat{\mathbf q}).
\end{equation}
In a matrix element the phases combine to $(-i)^l i^l=1$. The addition theorem, with $\gamma$ the angle between $\mathbf q$ and $\mathbf q'$, is
\begin{equation}
\sum_m Y_{lm}(\hat{\mathbf q})Y_{lm}^*(\hat{\mathbf q}')=\frac{2l+1}{4\pi}P_l(\cos\gamma).
\end{equation}
The prefactor is then $(4\pi)^2(2l+1)/(4\pi)=4\pi(2l+1)$, and the semilocal element is
\begin{equation}
\langle\mathbf q|\delta V_l|\mathbf q'\rangle=\frac{4\pi(2l+1)}{\Omega}P_l(\cos\gamma)\int_0^\infty r^2 j_l(qr)\,j_l(q'r)\,\delta V_l\,dr .
\label{slpw}
\end{equation}
For the KB operator, the radial integral in each overlap contains $r^2\,(u_l/r)=r\,u_l$:
\begin{align}
\langle\delta V_l\varphi_{lm}|\mathbf q\rangle&=\frac{4\pi}{\sqrt\Omega}\,i^lY^*_{lm}(\hat{\mathbf q})F_l(q),\qquad
F_l(q)=\int_0^\infty r\,j_l(qr)\,\delta V_l\,u_l\,dr,\label{F}\\
\langle\mathbf q|V^{\rm nl}_l|\mathbf q'\rangle&=\frac{4\pi(2l+1)}{\Omega}P_l(\cos\gamma)\frac{F_l(q)F_l(q')}{E_l}.
\label{kbpw}
\end{align}
The integral in (\ref{slpw}) couples $q$ and $q'$; in (\ref{kbpw}) it has become a product. The factor $P_l$ is itself a sum of $2l+1$ products, so one atom needs $2l+1$ projectors per channel. For an atom at $\boldsymbol\tau$ the overlap in (\ref{F}) gains the factor $e^{i\mathbf q\cdot\boldsymbol\tau}$, which keeps the product form.

For 1000 distinct values of $q$, the symmetric semilocal table has $1000\times1001/2=500\,500$ radial integrals per channel. The KB table has 1000. Applying the KB term to a wavefunction takes two passes: form the number $b_{lm}=\langle\delta V_l\varphi_{lm}|\psi\rangle$, then add $(b_{lm}/E_l)\,\delta V_l\varphi_{lm}$. With $N$ plane waves each pass costs of order $N$ operations per projector, against order $N^2$ for multiplication by the full matrix (\ref{slpw}).

\section{Error away from the reference state}

Within one channel define the error operator
\begin{equation}
D=\delta V-\frac{|\delta V\varphi\rangle\langle\delta V\varphi|}{E},\qquad D\varphi=0 .
\end{equation}
Suppose $\delta V\ge0$. The Cauchy--Schwarz inequality for the form $\langle a|\delta V|b\rangle$ reads
\begin{equation}
|\langle\varphi|\delta V|\psi\rangle|^2\le E\,\langle\psi|\delta V|\psi\rangle ,
\end{equation}
and division by $E>0$ gives $\langle\psi|D|\psi\rangle\ge0$. For $\delta V\le0$ the same argument applied to $-\delta V$ gives $\langle\psi|D|\psi\rangle\le0$. Because $H_{\rm SL}=H_{\rm KB}+D$ in the channel, the min--max principle orders the bound levels, counted from the bottom. A repulsive correction gives KB levels at or below the semilocal ones, and an attractive correction gives KB levels at or above them.

Now add the same spherical potential $\lambda W$ to both Hamiltonians, as a model of a changed environment. Let $\psi_{\rm SL}$ and $\psi_{\rm KB}$ be the states that grow out of $\varphi$. Taking $H_{\rm SL}-H_{\rm KB}=D$ between them, with $H_{\rm SL}$ acting to the right and $H_{\rm KB}$ to the left, gives
\begin{equation}
E_{\rm SL}-E_{\rm KB}=\frac{\langle\psi_{\rm KB}|D|\psi_{\rm SL}\rangle}{\langle\psi_{\rm KB}|\psi_{\rm SL}\rangle}.
\label{err}
\end{equation}
If $\varepsilon$ is isolated in both spectra, each state is $\varphi+O(\lambda)$. Since $D\varphi=0$ and $\langle\varphi|D=0$, the terms of order $\lambda^0$ and $\lambda^1$ vanish, and the level error is $O(\lambda^2)$. A constant $W$ leaves $\varphi$ unchanged and causes no error at all.

\section{Ghost states}

Let $e_1\le e_2$ be the two lowest levels of $T+V_{\rm loc}$ in the channel.

\paragraph{Repulsive projector, $E>0$.} The span of the two lowest local states contains a vector orthogonal to $\delta V\varphi$. The projector does not act on it, and its local energy is at most $e_2$. The lowest KB level therefore lies at or below $e_2$. If $e_2<\varepsilon$, there is a level below the reference. Conversely, adding a positive operator cannot lower any level, so the second KB level is at or above $e_2$. If $\varepsilon<e_2$, then $\varepsilon$ must be the lowest KB level.

\paragraph{Attractive projector, $E<0$.} The lowest KB level is at or below $e_1$, so $e_1<\varepsilon$ implies a level below the reference. On all states orthogonal to $\delta V\varphi$ the energy is purely local and at least $e_1$, so by the max--min principle the second KB level is at or above $e_1$. If $\varepsilon<e_1$, the reference is the lowest level.

When $\varphi$ is the lowest semilocal state of its channel, a KB level below $\varepsilon$ has no semilocal counterpart. It is a ghost, and a calculation that fills the lowest levels would occupy it.

\section{Worked example: one electron outside Hf$^{4+}$}

The model is the ion Hf$^{3+}$, treated as one electron in the field of a charge $+4$. With $k=e^2/4\pi\epsilon_0$,
\begin{equation}
V_{\rm loc}=-\frac{4k}{r}\,\mathrm{erf}\!\left(\frac ra\right),\qquad \delta V_l=A_l\,e^{-r^2/b^2},\qquad a=b=0.10\ \mathrm{nm}.
\end{equation}
The amplitudes are tuned so that the lowest semilocal levels are $-31$~eV for $s$ and $-33$~eV for $d$, rough values for this ion. This gives $A_s=26.387$~eV and $A_d=-65.312$~eV.

For the $s$ reference, $E_s=8.4463$~eV. The local part of the energy is
\begin{equation}
\langle\varphi_s|T+V_{\rm loc}|\varphi_s\rangle=\varepsilon_s-E_s=-31.0000-8.4463=-39.4463\ \mathrm{eV}.
\end{equation}
The projector contributes $E_s^2/E_s=8.4463$~eV and restores $-31$~eV. For $d$, $E_d=-19.7566$~eV, the local part is $-33.0000+19.7566=-13.2434$~eV, and the projector restores $-33$~eV. These sums are expectation values. The eigenvalue statement was tested by diagonalizing the KB Hamiltonian on a radial sine grid and, separately, in a Gaussian basis where the projector enters through overlaps. The grid gives $-31.000000$ and $-33.000000$~eV, the Gaussian basis $-31.000000$ and $-32.999997$~eV.

The next table gives the other levels, in eV. ``Shell'' means the lowest level when the ion sits in a spherical shell of charge $-4$ with radius 0.21~nm, roughly a Hf--O distance. The projectors are kept as built for the free ion.

\begin{center}
\begin{tabular}{lrr}
Level & Semilocal & KB\\
\hline
$s$, second & $-18.383$ & $-20.335$\\
$d$, second & $-15.236$ & $-14.281$\\
$s$, shell & $-3.8217$ & $-3.8238$\\
$d$, shell & $-5.6567$ & $-5.6564$
\end{tabular}
\end{center}

Relative to the semilocal values, the second levels are wrong by $-1.95$~eV for $s$ and $+0.95$~eV for $d$. The signs follow from the ordering rule: $\delta V_s$ is repulsive and $\delta V_d$ attractive. These states are orthogonal to the reference, and nothing in the construction protects them.

In the shell the errors are $-2.1$~meV and $+0.3$~meV, although the levels have moved by about 27~eV. The potential of the shell is constant inside it, and a constant causes no error. The error comes from the part of the wavefunction that reaches beyond 0.21~nm, where the shell potential falls off. With a weak shell, halving its charge from 2\% to 1\% of the full value reduces the error by a factor of 4.02 for both $s$ and $d$, close to the factor 4 of a quadratic law.

The matrix elements show that the two operators are not close entry by entry. For two plane waves with $q=15.8$ and $q'=20.6$~nm$^{-1}$, the $d$ element times volume is $-0.0101$~eV\,nm$^3$ in semilocal form and $-0.0058$~eV\,nm$^3$ in KB form. Their ratio, 0.58, does not depend on the angle between the vectors, because $P_2$ cancels.

Neither channel has a ghost below its reference. For $s$, $E_s>0$ and $\varepsilon_s=-31$~eV lies below $e_2=-22.52$~eV. For $d$, $E_d<0$ and $\varepsilon_d=-33$~eV lies below $e_1=-19.99$~eV.

A ghost appears when the same semilocal $s$ potential is split differently. With the smearing length of $V_{\rm loc}$ reduced to 0.02~nm, the local $s$ levels are $-119.69$ and $-40.15$~eV. Now $e_2<\varepsilon_s$, and the three lowest KB levels are $-61.46$, $-31.00$ and $-18.60$~eV. The reference is still reproduced, but it is the second level. The ghost lies 30.5~eV below it.

\section{The model beside real hafnia}

The charge is the formal ionic charge of Hf in hafnia, and the shell radius is roughly a Hf--O distance; the two tuned levels are of the right size for the free ion. The $p$ channel uses $V_{\rm loc}$ untuned; its level of $-29.65$~eV is several eV too deep for the real ion. Real hafnia also breaks the assumption of a spherical environment. Take eight point charges $-2e$ at the corners of a cube, at the same distance of 0.21~nm, and keep only the anisotropic part of their field; the spherical part of a total charge $-16e$ would unbind the level and in a crystal is compensated by the other ions. In first order, on the $d$ state of the shell, this field splits the level by about 3.4~eV, a value that depends on the radial extent of the model orbital. Spin--orbit coupling, estimated from a screened Hf nucleus with one fitted screening length, adds a splitting of the order of 1~eV. Both are scale estimates. The meV errors of the projector in the shell do not carry over to such an environment. They are small because the shell potential is constant over almost all of the reference state. A field that varies across the orbital, such as the cubic one or a shell of smaller radius, deforms the state more, and the projector error can then reach tens of meV, comparable to or larger than the thermal energy of 26~meV at 300~K. Bonding, the lower symmetry of the ferroelectric phase and all other valence electrons are absent, so the levels are not predictions for hafnia. None of these omissions affects Eq.~(\ref{exact}), which holds on the reference states of any $V_l$ that meets the assumptions of the first section.

\section{Notes for implementation}

\paragraph{The denominator.} If $E_l$ is stored with an error such that the projector is multiplied by $1+\eta$, first-order perturbation theory shifts the reference level by $\eta E_l$. For $\eta=0.01$ this is $+0.08$~eV for the $s$ channel above and $-0.20$~eV for $d$. An error in the overlaps changes the projector as well, and the same error in both does not in general cancel. The integral $E_l$ and the overlaps must therefore each be converged.

\paragraph{Checks for each channel.} Diagonalize the radial KB Hamiltonian and compare its lowest levels with the semilocal ones. The reference energy must be present, with no extra level below it or among the levels of interest above it. Finding the reference as the lowest level does not exclude a spurious level just above it. If a ghost appears, or if $|E_l|$ is small compared with the norm $\|\delta V_l\varphi_{lm}\|$, which happens when a $\delta V_l$ of both signs nearly cancels in the integral, change $V_{\rm loc}$ and rebuild the projectors. A small $|E_l|$ that comes from a $\delta V_l$ small everywhere does no harm.

\paragraph{More than one reference.} Where a second state of the same channel matters, take several eigenstates $\varphi_i$ of $T+V_l$ and form $B_{ij}=\langle\varphi_i|\delta V|\varphi_j\rangle$. If $B$ is invertible, the operator
\begin{equation}
V^{\rm nl}=\sum_{ij}|\delta V\varphi_i\rangle(B^{-1})_{ij}\langle\delta V\varphi_j|
\end{equation}
acts on each reference as
\begin{equation}
V^{\rm nl}\varphi_k=\sum_{ij}\delta V\varphi_i\,(B^{-1})_{ij}B_{jk}=\sum_i\delta V\varphi_i\,\delta_{ik}=\delta V\varphi_k .
\end{equation}
It is exact on every $\varphi_k$ and still needs overlaps alone. Including the second $s$ state of the example would remove its error of 1.95~eV, at the price of one more projector. The spectrum must again be checked for ghosts, since the conditions derived above are for a single projector.

The full set of computed values is in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
ion charge: 4 e
smearing length of local potential: 0.10 nm
length of s and d corrections: 0.10 nm
shell radius: 0.21 nm
local potential, lowest p level: -29.65 eV
s: correction amplitude: 26.387 eV
s: <phi|dV|phi>: 8.4463 eV
s: local levels 1, 2: -41.958, -22.520 eV
s: reference level SL: -31.000000 eV
s: reference level KB: -31.000000 eV
s: KB level, Gaussian basis: -31.000000 eV
s: second level SL: -18.3832 eV
s: second level KB: -20.3352 eV
s: level in shell SL: -3.8217 eV
s: level in shell KB: -3.8238 eV
s: shell error KB-SL: -2.087 meV
s: error ratio, shell 2% to 1%: 4.022
d: correction amplitude: -65.312 eV
d: <phi|dV|phi>: -19.7566 eV
d: local levels 1, 2: -19.989, -11.730 eV
d: reference level SL: -33.000000 eV
d: reference level KB: -33.000000 eV
d: KB level, Gaussian basis: -32.999997 eV
d: second level SL: -15.2361 eV
d: second level KB: -14.2813 eV
d: level in shell SL: -5.6567 eV
d: level in shell KB: -5.6564 eV
d: shell error KB-SL: 0.324 meV
d: error ratio, shell 2% to 1%: 4.016
ghost case, smearing length: 0.02 nm
ghost case, local s levels: -119.69, -40.15 eV
ghost case, KB s levels: -61.461, -31.000, -18.604 eV
plane-wave lengths q, q': 15.811, 20.616 nm^-1
d element times volume, SL: -0.010079 eV nm^3
d element times volume, KB: -0.005813 eV nm^3
SL radial kernel, singular values above 1e-6: 8 of 40
radial integrals for 1000 q values, SL: 500500
radial integrals for 1000 q values, KB: 1000
neglected cubic d splitting, O charge -2 e: 3.37 eV
screening length of nuclear model: 0.0149 nm
neglected spin-orbit d splitting: 1.04 eV
thermal energy at 300 K: 25.9 meV
\end{verbatim}
